# Linear Zeeman g factors of Dirac–Coulomb states

## First half: from the ground state to one radial integral

### The physical situation

A single electron is bound to a nucleus and placed in a weak, uniform magnetic field. Its ground level splits into two, and the splitting grows in proportion to the field. For a slow electron with no orbital angular momentum, the proportionality constant is that of a free electron spin, with a g factor of 2 in Dirac's theory. In a heavy ion the electron is not slow. The question is how binding changes the constant, first for the ground state and then for every bound state.

The model is the Dirac equation for an electron of mass $m$ and charge $-e$, with $e>0$. The nucleus is a fixed point charge $Ze$ without spin, so that

$$V(r)=-\frac{a\hbar c}{r},\qquad a=Z\alpha<1 ,$$

where $\alpha$ is the fine-structure constant. Boldface $\boldsymbol\alpha$ and $\beta$ are the Dirac matrices,

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Radiative corrections, nuclear recoil and nuclear size are left out.

A charge $q$ enters a magnetic field through $\mathbf p\to\mathbf p-q\mathbf A$. Here $q=-e$, and the Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta mc^2+V .$$

For a field $B$ along $z$, take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, whose curl is $\mathbf B$. The cyclic rule for a triple product gives $\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$. The term added by the field is therefore

$$H'=\frac{ecB}{2}(\mathbf r\times\boldsymbol\alpha)_z .$$

It is linear in $B$. Since $c\boldsymbol\alpha$ is the velocity operator, $-\tfrac12 ec\,\mathbf r\times\boldsymbol\alpha$ is the magnetic moment of the moving charge, and $H'$ is minus that moment times the field. Spin needs no separate term.

The g factor is defined by the first-order shift of a state with angular momentum projection $\hbar m_j$:

$$\Delta E=g\,\mu_B B\,m_j,\qquad \mu_B=\frac{e\hbar}{2m}.$$

### The ground state

The upper two components of the 1s state have no angular dependence. Let $\chi$ be a constant unit spinor and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Write

$$\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}G(r)\,\chi\\ -iF(r)\,\sigma_r\chi\end{pmatrix},\qquad \int_0^\infty(G^2+F^2)\,dr=1 ,$$

with real $G$ and $F$. The sign of $F$ is a convention, kept throughout.

Two derivatives are needed. For a radial function $f$, $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-i\hbar f'\sigma_r\chi$. For $h\sigma_r=u\,\boldsymbol\sigma\cdot\mathbf r$ with $u=h/r$, the product rule gives $(\boldsymbol\sigma\cdot\nabla)(u\,\boldsymbol\sigma\cdot\mathbf r)=3u+ru'$, because $\sigma_i\sigma_i=3$ and $\sigma_r^2=1$. In terms of $h$ this is $h'+2h/r$. Hence

$$\boldsymbol\sigma\cdot\mathbf p\,h\sigma_r\chi=-i\hbar\left(h'+\frac{2h}{r}\right)\chi .$$

Set $f=G/r$ and $h=-iF/r$. The upper and lower rows of $H\psi=E\psi$ without field become

$$-\hbar c\left(F'+\frac Fr\right)+(V+mc^2-E)G=0,$$
$$\hbar c\left(G'-\frac Gr\right)+(V-mc^2-E)F=0 .$$

Try $G=Nr^\gamma e^{-\lambda r}$ and $F=-qG$. After division by $G$, the second equation reads

$$\frac{\gamma}{r}-\lambda=\frac1r-q\left(\frac{E+mc^2}{\hbar c}+\frac ar\right),$$

and the first reads

$$-q\left(\frac{\gamma}{r}-\lambda\right)=\frac qr-\frac{E-mc^2}{\hbar c}-\frac ar .$$

The terms in $1/r$ require $qa=1-\gamma$ and $q(1+\gamma)=a$. Multiplying the first by $1+\gamma$ and replacing $q(1+\gamma)$ by $a$ gives $a^2=1-\gamma^2$, so that

$$\gamma=\sqrt{1-a^2},\qquad q=\frac{1-\gamma}{a}=\frac{a}{1+\gamma}.$$

The positive root is taken because it leads to the nonrelativistic $G\propto r$ as $a\to0$. For $a<\sqrt3/2$ the negative root is also excluded because it cannot be normalized. For $a>\sqrt3/2$, where $|\gamma|<\tfrac12$, it can be normalized, and the choice of the positive root is then an added condition at the origin, kept throughout.

The constant terms require $\lambda=q(E+mc^2)/\hbar c$ and $q\lambda=(mc^2-E)/\hbar c$. Eliminating $\lambda$ gives $q^2(E+mc^2)=mc^2-E$. Since $q^2=(1-\gamma)/(1+\gamma)$,

$$E=mc^2\,\frac{1-q^2}{1+q^2}=\gamma mc^2,\qquad \lambda=\frac{q(1+\gamma)mc}{\hbar}=\frac{amc}{\hbar}.$$

The energy includes the rest energy, as it does everywhere below.

### The current and its moment

Choose $\chi$ with spin up along $z$, so $m_j=\tfrac12$. The velocity density contains one product of upper and lower components and its conjugate:

$$\psi^\dagger\boldsymbol\alpha\psi=\frac{GF}{4\pi r^2}\,\chi^\dagger\left(-i\boldsymbol\sigma\sigma_r+i\sigma_r\boldsymbol\sigma\right)\chi .$$

The commutator of Pauli matrices gives $\boldsymbol\sigma\sigma_r-\sigma_r\boldsymbol\sigma=2i\,\hat{\mathbf r}\times\boldsymbol\sigma$, and $\chi^\dagger\boldsymbol\sigma\chi=\hat{\mathbf z}$. Therefore

$$\psi^\dagger\boldsymbol\alpha\psi=\frac{GF}{2\pi r^2}\,\hat{\mathbf r}\times\hat{\mathbf z}.$$

The vector $\hat{\mathbf r}\times\hat{\mathbf z}$ points against increasing azimuth and $GF$ is negative. The probability current thus circulates in the positive sense about the spin, although the upper components have no orbital angular momentum. The charge is negative, so the magnetic moment points against the spin.

The $z$ component of $\mathbf r\times(\hat{\mathbf r}\times\hat{\mathbf z})$ is $r(\cos^2\theta-1)=-r\sin^2\theta$. With $\int\sin^2\theta\,d\Omega=8\pi/3$,

$$\langle H'\rangle=\frac{ecB}{2}\left(-\frac{1}{2\pi}\right)\frac{8\pi}{3}I=-\frac23\,ecB\,I,\qquad I=\int_0^\infty rGF\,dr .$$

The radial integral follows from $F=-qG$. Since $G^2+F^2=(1+q^2)G^2$,

$$I=-\frac{q}{1+q^2}\langle r\rangle .$$

The relation $1+q^2=2/(1+\gamma)$ gives $q/(1+q^2)=a/2$. The density is proportional to $r^{2\gamma}e^{-2\lambda r}$, so one integration by parts gives

$$\langle r\rangle=\frac{2\gamma+1}{2\lambda}=\frac{(2\gamma+1)\hbar}{2amc},\qquad I=-\frac{\hbar}{4mc}(1+2\gamma).$$

Thus $\langle H'\rangle=\mu_BB(1+2\gamma)/3$. Dividing by $\mu_BB m_j$, with $m_j=\tfrac12$, gives Breit's result,

$$g_{1s}=\frac23(1+2\gamma).$$

As $a\to0$, $\gamma\to1$ and $g\to2$, as it should for a slow electron without orbital motion. The first correction follows from $\gamma\simeq1-a^2/2$, which gives $g\simeq2-\tfrac23a^2$. In the point-charge model the formal limit $a\to1$ gives $g\to\tfrac23$.

For hydrogen-like tin, $Z=50$, the coupling is $a=0.36487$ and $\gamma=0.93106$. Then $q=0.18895$ and $\langle r\rangle=3.9221\,\hbar/mc$. The integral is $I=-(0.36487/2)(3.9221)\,\hbar/mc=-0.7155\,\hbar/mc$, and $g=\tfrac23(2.86212)=1.908$.

### General spin-angular functions

To go beyond 1s, replace $\chi/\sqrt{4\pi}$ by a spin-angular function $\Omega_{\kappa m_j}$. It is an eigenfunction of $\mathbf J^2$, $J_z$ and $\mathbf L^2$, where $\mathbf J=\mathbf L+\hbar\boldsymbol\sigma/2$. The nonzero integer $\kappa$ is defined by

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-\hbar(\kappa+1)\Omega_\kappa .$$

Squaring $\mathbf J$ shows that $\boldsymbol\sigma\cdot\mathbf L/\hbar=j(j+1)-l(l+1)-\tfrac34$. This equals $l$ for $j=l+\tfrac12$ and $-l-1$ for $j=l-\tfrac12$. Hence $\kappa=-(l+1)$ in the first case and $\kappa=l$ in the second. In both,

$$j=|\kappa|-\tfrac12,\qquad j(j+1)=\kappa^2-\tfrac14,\qquad l(l+1)=\kappa(\kappa+1).$$

The values $\kappa=-1,1,-2,2$ denote s$_{1/2}$, p$_{1/2}$, p$_{3/2}$ and d$_{3/2}$.

The operator $\sigma_r$ is a scalar under rotations, changes parity and has unit square. It turns $\Omega_\kappa$ into the function with the same $j,m_j$ and the other value of $l$, which belongs to $-\kappa$. Fix the phase by $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. The general state is

$$\psi=\frac1r\begin{pmatrix}G\,\Omega_\kappa\\ iF\,\Omega_{-\kappa}\end{pmatrix},$$

which agrees with the 1s form.

At zero field, the Coulomb states $\kappa$ and $-\kappa$ with the same principal number can be degenerate. Parity reverses both $\mathbf r$ and $\boldsymbol\alpha$, so $H'$ is even, while the two states have opposite parity. Rotation symmetry about $z$ keeps different $m_j$ apart. The first-order shift is therefore the diagonal element of $H'$.

### The angular average

The operator now acts between $\Omega_\kappa$ and $-i\sigma_r\Omega_\kappa$. From $\sigma_j\sigma_l=\delta_{jl}+i\epsilon_{jlm}\sigma_m$,

$$(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma),$$

since the $\delta$ term gives $\hat{\mathbf r}\times\hat{\mathbf r}=0$. The factor $-i$ from the lower component makes this $\hat{\mathbf r}\sigma_r-\boldsymbol\sigma$, and the conjugate term doubles it. Hence

$$\langle H'\rangle=ecB\,\langle\hat r_z\sigma_r-\sigma_z\rangle\,I .$$

The averages follow from the projection theorem. By the Wigner–Eckart theorem, the matrix elements of a vector operator $\mathbf v$ within one multiplet are $C$ times those of $\mathbf J$. Because $\mathbf J$ does not leave the multiplet, $\langle\mathbf v\cdot\mathbf J\rangle=C\hbar^2j(j+1)$, and

$$\langle v_z\rangle=\frac{m_j}{j(j+1)}\,\frac{\langle\mathbf v\cdot\mathbf J\rangle}{\hbar}.$$

For $\mathbf v=\boldsymbol\sigma$, $\boldsymbol\sigma\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32\hbar=\hbar(\tfrac12-\kappa)$. For $\mathbf v=\hat{\mathbf r}\sigma_r$, the orbital part vanishes because $\hat{\mathbf r}\cdot(\mathbf r\times\mathbf p)=0$, and the spin part is $\hbar\sigma_r^2/2=\hbar/2$. Therefore

$$\langle\sigma_z\rangle=\frac{m_j(\frac12-\kappa)}{j(j+1)},\qquad \langle\hat r_z\sigma_r\rangle=\frac{m_j}{2j(j+1)} .$$

Their difference gives

$$\langle\hat r_z\sigma_r-\sigma_z\rangle=\frac{\kappa m_j}{j(j+1)},\qquad g=\frac{2mc}{\hbar}\,\frac{\kappa}{j(j+1)}\,I .$$

For 1s with $m_j=\tfrac12$ the angular average is $-\tfrac23$, as before. A second limit is the stretched state $j=l+\tfrac12$, $m_j=j$, whose spin must point fully up. With $\kappa=-(j+\tfrac12)$ the formula indeed gives $\langle\sigma_z\rangle=1$.

All dependence on the potential now sits in $I$.

## Second half: the radial integral and the energy

### Symbols and results carried over

The electron has mass $m$ and charge $-e$, and $a=Z\alpha$. The radial functions $G$ and $F$ belong to the upper and lower components, with $\int(G^2+F^2)dr=1$. The integer $\kappa$ satisfies $j(j+1)=\kappa^2-\tfrac14$ and $l(l+1)=\kappa(\kappa+1)$, where $l$ belongs to the upper components. The spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-\hbar(\kappa+1)\Omega_\kappa$ and $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. The first half gave

$$g=\frac{2mc}{\hbar}\,\frac{\kappa}{j(j+1)}\,I,\qquad I=\int_0^\infty rGF\,dr,$$

and, for 1s, $E=\gamma mc^2$ and $g=\tfrac23(1+2\gamma)$ with $\gamma=\sqrt{1-a^2}$.

### Radial equations for any $\kappa$

The product $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$ gives, after multiplication by $\sigma_r/r$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left(-i\hbar\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right).$$

Acting on the upper component, the bracket produces $-i\hbar[(G/r)'+(\kappa+1)G/r^2]$. The derivative of $1/r$ cancels the 1 in $\kappa+1$, and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$ reverses the sign:

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\Omega_\kappa=\frac{i\hbar}{r}\left(G'+\frac{\kappa G}{r}\right)\Omega_{-\kappa}.$$

The lower component follows by replacing $\kappa$ with $-\kappa$ and $G$ with $iF$. The two rows of the Dirac equation then become

$$G'=-\frac{\kappa}{r}G+\frac{E+mc^2-V}{\hbar c}F,$$
$$F'=\frac{\kappa}{r}F-\frac{E-mc^2-V}{\hbar c}G .$$

For $\kappa=-1$ they are the 1s equations.

A slow electron provides a first limit. Then $E+mc^2-V\simeq2mc^2$, and the first equation gives $F\simeq(\hbar/2mc)(G'+\kappa G/r)$. With $\int G^2dr\simeq1$ and $\int rGG'dr=-\tfrac12\int G^2dr$,

$$I\simeq\frac{\hbar}{2mc}\left(\kappa-\frac12\right),\qquad g\to\frac{\kappa(\kappa-\frac12)}{j(j+1)} .$$

This must be the Landé factor for orbital g factor 1 and spin g factor 2,

$$g_L=1+\frac{j(j+1)+\frac34-l(l+1)}{2j(j+1)}=\frac{3j(j+1)+\frac34-l(l+1)}{2j(j+1)} .$$

In terms of $\kappa$, the last numerator is $3\kappa^2-\tfrac34+\tfrac34-\kappa^2-\kappa=2\kappa^2-\kappa$. Half of it is $\kappa(\kappa-\tfrac12)$, so the two expressions agree.

### The integral without the slow-electron approximation

Multiply the first radial equation by $2G$ and the second by $2F$, then add. The terms containing $E-V$ cancel, and the two mass terms add:

$$(G^2+F^2)'=-\frac{2\kappa}{r}(G^2-F^2)+\frac{4mc}{\hbar}GF .$$

Multiply by $r$ and integrate. For a bound state $r(G^2+F^2)$ vanishes at infinity. In the Coulomb case it behaves as $r^{2\gamma_\kappa+1}$ near the origin, with $\gamma_\kappa=\sqrt{\kappa^2-a^2}$, and vanishes there too. Integration by parts makes the left side $-1$. On the right,

$$\int_0^\infty(G^2-F^2)\,dr=\langle\beta\rangle .$$

The result is

$$I=\frac{\hbar}{4mc}\left(2\kappa\langle\beta\rangle-1\right),\qquad g=\frac{\kappa(\kappa\langle\beta\rangle-\frac12)}{j(j+1)} .$$

This holds for any central potential added to the energy, provided the boundary terms vanish. The details of the potential enter through one number, $\langle\beta\rangle$.

That number has a direct meaning. Let $w=\int F^2dr$ be the weight of the lower components. Then $\langle\beta\rangle=1-2w$ and

$$g=g_L-\frac{2\kappa^2w}{j(j+1)} .$$

Within this model, binding lowers every g factor below its Landé value by an amount proportional to $w$. For 1s, where $F=-qG$, direct integration gives $\langle\beta\rangle=(1-q^2)/(1+q^2)=\gamma$. Insertion in the general formula returns $\tfrac23(1+2\gamma)$.

### Why the energy replaces $\langle\beta\rangle$

For 1s, $\langle\beta\rangle$ equals $E/mc^2$. To see whether this holds for other Coulomb states, compare two electrons in the same potential with slightly different masses. Let $G,F,E$ belong to $m$ and $G_1,F_1,E_1$ to $m_1$, with the same $\kappa$. Differentiate $GF_1-FG_1$ and insert the radial equations. The terms in $\kappa/r$ and $V$ cancel, leaving

$$\begin{aligned}\hbar c(GF_1-FG_1)'={}&(E-E_1)(GG_1+FF_1)\\&-(m-m_1)c^2(GG_1-FF_1).\end{aligned}$$

The bracket on the left vanishes at infinity. At the origin each product behaves as $r^{2\gamma_\kappa}$, and since the ratio $F/G$ there does not depend on the mass, the leading terms cancel and the bracket vanishes at least as fast as $r^{2\gamma_\kappa+1}$. Integrate, divide by $m-m_1$ and let $m_1\to m$. Then

$$\frac{\partial E}{\partial m}=c^2\langle\beta\rangle .$$

This is the Hellmann–Feynman relation for the mass, with the potential held fixed.

In the Coulomb problem, measure lengths in $\hbar/mc$ and energies in $mc^2$. The radial equations then contain only $a$ and $\kappa$, because $V/mc^2=-a/(rmc/\hbar)$. It follows that $E=mc^2f(a)$ for each state. Since $f$ does not depend on $m$, $\partial E/\partial m=E/m$, and therefore

$$\langle\beta\rangle=\frac{E}{mc^2},\qquad g=\frac{\kappa}{j(j+1)}\left(\frac{\kappa E}{mc^2}-\frac12\right).$$

This is the Zeeman factor of every bound Dirac–Coulomb state within the stated assumptions.

### The energies

To use the formula, the energies are needed. Let $\varepsilon=E/mc^2$, measure $r$ in $\hbar/mc$, and set $\lambda=\sqrt{1-\varepsilon^2}$. Write $G=e^{-\lambda r}r^{\gamma_\kappa}\sum_s g_sr^s$, and $F$ likewise with coefficients $f_s$. Equal powers of $r$ give

$$(\gamma_\kappa+s+\kappa)g_s-af_s=\lambda g_{s-1}+(1+\varepsilon)f_{s-1},$$
$$(\gamma_\kappa+s-\kappa)f_s+ag_s=\lambda f_{s-1}+(1-\varepsilon)g_{s-1}.$$

At $s=0$ the right sides vanish, which fixes $\gamma_\kappa^2=\kappa^2-a^2$. For large $s$, the combination $u_s=\lambda g_s+(1+\varepsilon)f_s$ obeys $su_s\simeq2\lambda u_{s-1}$. An unending series would thus grow as $e^{2\lambda r}$ and overcome the factor $e^{-\lambda r}$. A bound state needs a last power, $s=\nu$.

The equations at $s=\nu+1$ require $f_\nu=-\lambda g_\nu/(1+\varepsilon)$. For any $s$, $\lambda$ times the first right side equals $1+\varepsilon$ times the second, because $\lambda^2=1-\varepsilon^2$. Apply the same combination to the left sides at $s=\nu$, insert $f_\nu$ and divide by $g_\nu$:

$$\lambda(\gamma_\kappa+\nu+\kappa)+a(1-\varepsilon)=-\lambda(\gamma_\kappa+\nu-\kappa)+a(1+\varepsilon).$$

The terms in $\kappa$ cancel, leaving $\lambda(\gamma_\kappa+\nu)=a\varepsilon$. With $n=\nu+|\kappa|$ this is Sommerfeld's formula,

$$\frac{E}{mc^2}=\left[1+\frac{a^2}{(n-|\kappa|+\gamma_\kappa)^2}\right]^{-1/2}.$$

For $\nu=0$, the ratio $f_0/g_0=(\gamma_\kappa+\kappa)/a$ must be negative, so $\kappa$ must be negative. For $\kappa=-1$ and $n=1$ the formula gives $E=\gamma mc^2$. At fixed $n$ the energy depends on $|\kappa|$ but not on its sign, which is the degeneracy treated earlier.

### Approach to the Landé values

Subtracting the Landé factor from the final formula gives

$$g-g_L=-\frac{\kappa^2}{j(j+1)}\left(1-\frac{E}{mc^2}\right)\simeq-\frac{\kappa^2a^2}{2n^2j(j+1)} .$$

The last form is the leading order in $a$, where $E/mc^2\simeq1-a^2/2n^2$. For 1s it is $-\tfrac23a^2$, as found from $\gamma$.

The weight $w$ gives the same answer. For a slow electron the lower spinor is $\boldsymbol\sigma\cdot\mathbf p/2mc$ acting on the upper one, so $w\simeq\langle p^2\rangle/4m^2c^2$. The nonrelativistic virial theorem gives $\langle p^2\rangle/2m=mc^2a^2/2n^2$, hence $w\simeq a^2/4n^2$. The leading correction therefore measures the electron's mean kinetic energy relative to its rest energy.

At $Z=10$ the full 1s shift from 2 is $-3.555\times10^{-3}$, while the leading term gives $-3.550\times10^{-3}$.

### Hydrogen-like tin

For $Z=50$, with $a=0.36487$ and $\gamma=0.93106$, the energies follow from Sommerfeld's formula. The 2s and 2p$_{1/2}$ states both have

$$\frac{E}{mc^2}=\left[1+\left(\frac{0.36487}{1.93106}\right)^2\right]^{-1/2}=0.98261 .$$

For 2p$_{3/2}$, $\nu=0$ and the formula reduces to $\sqrt{1-a^2/4}=0.98322$. For 3d$_{3/2}$ it gives $0.99252$. The g factors are then:

- 2s, $\kappa=-1$: $(0.98261+0.5)/0.75=1.977$, against a Landé value of 2.
- 2p$_{1/2}$, $\kappa=1$: $(0.98261-0.5)/0.75=0.643$, against 0.667.
- 2p$_{3/2}$, $\kappa=-2$: $2(1.96644+0.5)/3.75=1.315$, against 1.333.
- 3d$_{3/2}$, $\kappa=2$: $2(1.98504-0.5)/3.75=0.792$, against 0.800.

The degenerate 2s and 2p$_{1/2}$ states have equal $\langle\beta\rangle$ and are lowered by the same amount, 0.023. Their g factors remain different because $\kappa$ has opposite signs.

For the ground state, $g=1.908$. Its two sublevels differ by $\Delta m_j=1$, so at 1 T their separation is

$$g\mu_BB=1.908\times5.788\times10^{-5}\ \text{eV}=1.104\times10^{-4}\ \text{eV},$$

or 26.71 GHz as a frequency. These are values of the model. The free-electron g factor is measured to exceed 2 by roughly 0.1 percent, a radiative effect absent here.

### A screened potential

The step from $\langle\beta\rangle$ to $E/mc^2$ used the absence of any length in the Coulomb potential. A Yukawa potential, $V=-a\hbar c\,e^{-\mu r}/r$, contains the length $1/\mu$. By dimensional analysis its energies are $E=mc^2f(a,x)$ with $x=\hbar\mu/mc$. Differentiation at fixed $\mu$ gives

$$\langle\beta\rangle=\frac{E}{mc^2}-x\frac{\partial f}{\partial x}.$$

Repeating the two-solution argument with $\mu$ varied instead of $m$ gives $\partial E/\partial\mu=\langle\partial V/\partial\mu\rangle=a\hbar c\langle e^{-\mu r}\rangle$. Thus

$$mc^2\langle\beta\rangle=E-a\hbar c\mu\langle e^{-\mu r}\rangle ,$$

and $\langle\beta\rangle$ lies below $E/mc^2$.

To see the size of the difference, keep $a=0.36487$ and take $\mu=0.1\,mc/\hbar$. The radial equations were solved by matrix diagonalization, with 25 Laguerre functions for each of $G$ and $F$. The lowest s state has $E=0.9613\,mc^2$ and $\langle\beta\rangle=0.9365$. Direct evaluation of $I$ gives $g=1.915$, in agreement with $\tfrac43(0.9365+0.5)$. Putting $E/mc^2$ in place of $\langle\beta\rangle$ would give 1.948.

### Where the linear formula stops

First-order theory requires $\mu_BB$ to be small compared with the separation of states that $H'$ can mix. In tin, the field can mix 2p$_{1/2}$ with 2p$_{3/2}$, which lie 309 eV apart. The splitting scale at 1 T is smaller by more than six orders of magnitude. That margin belongs to the 2p doublet. The separation falls quickly with $n$ and $l$: in tin the 3d doublet is 29 eV wide, and the doublet with $n=40$, $l=39$ is narrower than $\mu_BB$ at 1 T, so the linear formula fails there. For very high $n$ the shift quadratic in $B$, of order $e^2B^2\langle r^2\rangle/m$ with $\langle r^2\rangle$ growing as $n^4$, must also be small. As $Z$ falls, the fine-structure separation shrinks in leading order as $a^4$, and the permitted field shrinks with it; in hydrogen the 2p separation is already below $\mu_BB$ at 1 T. The limit $a\to0$ in the Landé result is therefore taken after the limit of weak field.

At the other end, $\gamma_\kappa$ for $|\kappa|=1$ becomes imaginary when $a>1$, and the point-charge solutions used here no longer apply. A nucleus of finite size changes the potential. If it remains central and regular, the formula with $\langle\beta\rangle$ survives, while the form with $E/mc^2$ does not in general. A nuclear spin couples to the electron and requires its own treatment when that coupling is not small compared with the Zeeman energy.

Numbers in the example were calculated in double precision.
